# Linewidth Variance from Edge Variance and Edge Correlation, part 2

A line runs along $y$, with edges at $x_L = -w_0/2 + u_L$ and $x_R = w_0/2 + u_R$. How much does its width $w = x_R - x_L$ vary, what does a window of finite length $L$ capture, and how does an electron confined between the edges respond? Both displacements are positive towards larger $x$ and have zero mean, variances $s_L^2$ and $s_R^2$, and correlation coefficient $c$ at equal $y$. Angle brackets denote ensemble averages. The width deviation obeys

$$
w - \langle w \rangle = u_R - u_L , \tag{6}
$$

$$
(w - \langle w \rangle)^2 = u_R^2 + u_L^2 - 2 u_L u_R . \tag{7}
$$

Its variance is

$$
\sigma_w^2 = s_L^2 + s_R^2 - 2 c \, s_L s_R , \tag{8}
$$

which for equally rough edges, $s_L = s_R = s$, becomes

$$
\sigma_w^2 = 2 s^2 (1 - c) . \tag{1}
$$

For unequal edges, using (1) with the mean edge variance $q = (s_L^2 + s_R^2)/2$ misses the term

$$
\begin{aligned}
\sigma_w^2 - 2q(1 - c) &= 2q - 2c \, s_L s_R - 2q + 2qc \\
&= c \left( s_L^2 + s_R^2 - 2 s_L s_R \right) \\
&= c \, (s_L - s_R)^2 .
\end{aligned} \tag{24}
$$

Within a window, positions are referred to their mean over it, marked by a bar. Let $f(y)$ be a stationary fluctuation of zero mean and variance $V$, whose correlation $\rho(t)$ depends only on the separation $t$, with $\rho(0) = 1$. Its variance within the window is

$$
\frac{1}{L} \int_0^L (f - \bar f)^2 dy = \frac{1}{L} \int_0^L f^2 dy - 2 \bar f^2 + \bar f^2 = \frac{1}{L} \int_0^L f^2 dy - \bar f^2 . \tag{29}
$$

The window mean carries a fraction $g$ of the variance:

$$
\langle \bar f^2 \rangle = g V , \qquad g = \frac{2}{L^2} \int_0^L (L - t) \rho(t) \, dt , \tag{31}
$$

so the average of (29) is $(1 - g) V$.

The example has $s = 5$ Å, $c = 0.4$ and $w_0 = 100$ Å, hence $\sigma_w^2 = 30$ Å$^2$. The numerical output at the end also lists earlier results for the line's centre $(x_L + x_R)/2$, for unequal edges, and for edges that are dependent but uncorrelated, with displacements between $-1$ and $1$.

### Exponential correlation

Take $\rho(t) = e^{-t/\xi}$, where $\xi$ is the correlation length. The two integrals needed in (31) are

$$
\int_0^L e^{-t/\xi} dt = \xi (1 - e^{-L/\xi}) , \tag{32}
$$

$$
\int_0^L t \, e^{-t/\xi} dt = \xi^2 (1 - e^{-L/\xi}) - \xi L e^{-L/\xi} , \tag{33}
$$

the second by integration by parts. Multiplying (32) by $L$ and subtracting (33) gives

$$
\int_0^L (L - t) e^{-t/\xi} dt = \xi L - \xi^2 (1 - e^{-L/\xi}) , \tag{34}
$$

because the two terms in $\xi L e^{-L/\xi}$ cancel. With $r = \xi / L$, (31) becomes

$$
g = 2r - 2r^2 (1 - e^{-1/r}) . \tag{35}
$$

For a window much longer than $\xi$ this is approximately $2 \xi / L$, and little variance is lost. For a window much shorter than $\xi$, expanding the exponential to third order in $1/r$ gives

$$
g \approx 2r - 2r^2 \left( \frac{1}{r} - \frac{1}{2r^2} + \frac{1}{6r^3} \right) = 1 - \frac{L}{3 \xi} , \tag{36}
$$

and nearly all the variance goes into the window mean.

### Two edges with a shared part

A simple model of correlated edges gives them one displacement in common and one of their own:

$$
u_L = a + b_L , \qquad u_R = a + b_R . \tag{37}
$$

The three parts are stationary, have zero mean and are independent of each other. The shared part $a$ has variance $c s^2$ and correlation length $\xi_c$. The parts $b_L$ and $b_R$ each have variance $(1 - c) s^2$ and correlation length $\xi_o$. All correlations along $y$ are exponential. Each edge then has variance $c s^2 + (1 - c) s^2 = s^2$, and the covariance of the edges is $\langle a^2 \rangle = c s^2$, as required. Since variances cannot be negative, the model covers $0 \le c \le 1$.

Let $g_c$ and $g_o$ be the values of (35) for the two correlation lengths. Independent parts contribute separately to the average of (29), so the expected edge variance within the window is

$$
s_{\text{win}}^2 = s^2 \left[ c (1 - g_c) + (1 - c)(1 - g_o) \right] . \tag{38}
$$

In the covariance within the window, only the product of the shared part with itself survives averaging. Its expected value is $c s^2 (1 - g_c)$. Define the window correlation as the ratio of this expected covariance to the expected variance:

$$
c_{\text{win}} = \frac{c s^2 (1 - g_c)}{s_{\text{win}}^2} . \tag{39}
$$

This is a ratio of averages, which in general differs from the average of the ratios found in single windows.

The algebra of (7) holds equally for deviations from window means. The expected width variance within the window is therefore

$$
\begin{aligned}
\sigma_{w,\text{win}}^2 &= 2 s_{\text{win}}^2 (1 - c_{\text{win}}) \\
&= 2 s_{\text{win}}^2 - 2 c s^2 (1 - g_c) \\
&= 2 s^2 (1 - c)(1 - g_o) .
\end{aligned} \tag{40}
$$

The second line uses (39), and the third uses (38), whose shared term cancels. The same answer follows directly from (37): the width deviation is $b_R - b_L$, which does not contain $a$, and its variance $2 s^2 (1 - c)$ is reduced by the factor $1 - g_o$. The missing part is the variance of the window-mean width,

$$
\langle (\bar w - w_0)^2 \rangle = 2 s^2 (1 - c) \, g_o . \tag{41}
$$

Equation (1) thus survives the finite window as a relation among expected values, provided that both quantities on its right-hand side belong to that window and the correlation is the ratio (39). In a single measured window the two edge variances are generally unequal, so (8) is the exact form there, and (1) with the mean edge variance misses the term (24). The correlation coefficient itself has changed. For $0 < c < 1$, (38) and (39) give $c_{\text{win}} < c$ when

$$
1 - g_c < c (1 - g_c) + (1 - c)(1 - g_o) , \tag{42}
$$

which reduces to $g_c > g_o$ after $c(1 - g_c)$ is subtracted and the result divided by $1 - c$. A longer correlation length makes $\rho(t)$ larger at every $t > 0$, and so makes $g$ larger. The window correlation is therefore below $c$ when the shared part varies more slowly than the edges' own parts. It equals $c$ when the two lengths are equal.

### The window in numbers

Let $L = 2000$ Å, $\xi_c = 1000$ Å and $\xi_o = 200$ Å. The ratios $r$ are 0.5 and 0.1, and (35) gives

$$
g_c = 1 - 0.5 (1 - e^{-2}) = 0.5677 , \qquad g_o = 0.2 - 0.02 (1 - e^{-10}) = 0.1800 . \tag{43}
$$

More than half of the shared variance is lost to the window mean, but less than a fifth of the rest. From (38) and (39),

$$
s_{\text{win}}^2 = 25 \, (0.4 \times 0.4323 + 0.6 \times 0.8200) = 16.62 \ \text{Å}^2 , \tag{44}
$$

$$
c_{\text{win}} = \frac{25 \times 0.4 \times 0.4323}{16.62} = 0.260 . \tag{45}
$$

The width variance in the window is $30 \times 0.82 = 24.6$ Å$^2$ by the last line of (40), a standard deviation of 4.96 Å. The window-mean width has variance $30 \times 0.18 = 5.4$ Å$^2$, and the two parts add up to 30 Å$^2$.

Now combine the window edge variance with the long-line correlation $c = 0.4$. The result is $2 \times 16.62 \times 0.6 = 19.9$ Å$^2$, which is 19% below the correct window value. It describes neither the window nor the long line.

Simulated edges provide a separate test. In 4000 lines of 400 points each, the mean width variance within the window was 24.31 Å$^2$, with a standard error of 0.16 Å$^2$. This is 1.8 standard errors below the predicted 24.60 Å$^2$, within the 4.5 allowed in the test. The mixed estimate is 27 standard errors away. The edge variance, the covariance and the variance of the mean width passed the same test.

### The lowest level of a cross-section

The width matters to an electron confined between the edges. Consider a uniform cross-section with hard walls at $x_L$ and $x_R$, and an electron of effective mass $m$, in atomic units:

$$
-\frac{1}{2m} \frac{d^2 \psi}{dx^2} = E \psi , \qquad \psi(x_L) = \psi(x_R) = 0 . \tag{46}
$$

The condition at the left wall selects $\psi = \sin [k (x - x_L)]$, with $E = k^2 / 2m$. The condition at the right wall requires $k w$ to be a multiple of $\pi$, and the lowest level has $k = \pi / w$:

$$
E(w) = \frac{\pi^2}{2 m w^2} . \tag{47}
$$

The position of the centre has dropped out. In this model a shared displacement of the edges leaves the level unchanged, so the level responds to the combination $u_R - u_L$ that appears in (6).

Write $E_0 = E(w_0)$ and let $\delta = (w - w_0)/w_0$ be the relative width deviation. For $|\delta| < 1$,

$$
E = \frac{E_0}{(1 + \delta)^2} = E_0 \left( 1 - 2\delta + 3\delta^2 - 4\delta^3 + 5\delta^4 - \dots \right) . \tag{48}
$$

Since $\langle \delta \rangle = 0$ and $\langle \delta^2 \rangle = \sigma_w^2 / w_0^2$, the leading shift of the mean level is

$$
\langle E \rangle - E_0 \approx 3 E_0 \frac{\sigma_w^2}{w_0^2} = 6 E_0 \frac{s^2 (1 - c)}{w_0^2} . \tag{49}
$$

The shift is upward because narrowing raises the level more than an equal widening lowers it. The leading deviation of the level is $-2 E_0 \delta$, so its standard deviation is

$$
\sigma_E \approx 2 E_0 \frac{\sigma_w}{w_0} = \frac{2 E_0 s}{w_0} \sqrt{2 (1 - c)} . \tag{50}
$$

### The level in numbers

For $m = 0.2$ electron masses and $w_0 = 100$ Å, (47) gives $E_0 = 0.0188$ eV. The relative width deviation is $5.477 / 100 = 0.05477$, and the two rules give

$$
\sigma_E \approx 2 \times 0.0188 \times 0.05477 = 0.00206 \ \text{eV} , \tag{51}
$$

$$
\langle E \rangle - E_0 \approx 3 \times 0.0188 \times 0.0030 = 0.000169 \ \text{eV} . \tag{52}
$$

To test the rules one needs a definite distribution of widths. A Gaussian would have to be cut off at small widths: it gives a nonzero density at $w = 0$, where $1/w^2$ is not integrable, so the mean of (47) formally diverges. With $w_0$ some 18 standard deviations from zero, the position of the cut hardly matters, but a bounded distribution avoids the question. Let each edge instead take the values $\pm s$. Each of the two configurations with equal signs has probability $(1 + c)/4$, and each of the two with opposite signs has probability $(1 - c)/4$. The edge variance is then $s^2$, and the covariance is

$$
s^2 \left[ 2 \, \frac{1 + c}{4} - 2 \, \frac{1 - c}{4} \right] = c s^2 . \tag{53}
$$

The width is 100 Å with probability 0.70, and 90 Å or 110 Å with probability 0.15 each. Its variance is $0.30 \times 10^2 = 30$ Å$^2$, as before. By (47) the levels are $1.2346 E_0$ at 90 Å and $0.8264 E_0$ at 110 Å, so that

$$
\frac{\langle E \rangle}{E_0} = 0.70 + 0.15 \, (1.2346 + 0.8264) = 1.00915 . \tag{54}
$$

The mean shift is thus $0.00915 E_0 = 0.000172$ eV. The spread from the same three levels is 0.00212 eV. Relative to the rules, the summed shift is 1.7% larger and the summed spread 2.8% larger.

These differences come from the higher terms of (48). Here $\delta$ is zero or $\pm \varepsilon$, with $\varepsilon = 2s/w_0 = 0.1$. Odd moments vanish by symmetry, and $\langle \delta^4 \rangle = \varepsilon^2 \langle \delta^2 \rangle$. The next term in the mean is $5 E_0 \langle \delta^4 \rangle$, and its ratio to the leading term is

$$
\frac{5 \langle \delta^4 \rangle}{3 \langle \delta^2 \rangle} = \frac{5 \varepsilon^2}{3} = 0.017 . \tag{55}
$$

For the spread, subtract the mean from (48) and square. To fourth order in $\delta$,

$$
\begin{aligned}
\frac{\sigma_E^2}{E_0^2} &\approx 4 \langle \delta^2 \rangle + 16 \langle \delta^4 \rangle + 9 \left( \langle \delta^4 \rangle - \langle \delta^2 \rangle^2 \right) \\
&= 4 \langle \delta^2 \rangle \left[ 1 + \frac{25 \varepsilon^2 - 9 \langle \delta^2 \rangle}{4} \right] .
\end{aligned} \tag{56}
$$

The term with 16 is twice the product of $-2\delta$ and $-4\delta^3$, and the term with 9 is the variance of $3\delta^2$. A square root halves a small relative correction, which leaves $(0.25 - 0.027)/8 = 0.028$ for the spread. Both estimates agree with the summed values. Both are quadratic in $s$ at fixed $c$ and $w_0$, so halving $s$ should divide the errors by about four. In the test they fell to 0.42% and 0.70%. If the width distribution were skewed, $\langle \delta^3 \rangle$ would not vanish, and corrections of lower order would appear.

### What the level estimate leaves out

These energies belong to an ensemble of uniform cross-sections. They are not the spectrum of one rough wire, in which motion along $y$ couples regions of different width. In particular the upward shift (49) does not carry over: when the width varies slowly along a wire, the lowest state gathers in the wider parts and lies below $E_0$, by an amount that can be comparable to the spread (50). The model also omits finite barriers, which lower both the level and its sensitivity to the width, and confinement in the second transverse direction. At $c = 1$ the spread (50) vanishes, but a wire that wanders at constant $w$ is still not a straight wire.

The exponential edges of the window calculation call for particular care here. Their mean square slope over a short distance $h$ is

$$
\frac{\langle [u(y + h) - u(y)]^2 \rangle}{h^2} = \frac{2 s^2 - 2 \langle u(y + h) u(y) \rangle}{h^2} , \tag{57}
$$

and the numerator is proportional to $h$ for small $h$, because an exponential correlation falls linearly from its value at zero separation. The slope therefore grows without limit as $h \to 0$. Such edges are not locally uniform, and they would have to be smoothed at short distances before (47) could be applied from place to place along a wire. Equation (1) needs no such smoothing, since it compares the two edges at a single $y$. The main values of both parts are listed in the numerical output.

## Calculated quantities

```
mean width w0 = 100.0 angstrom
edge standard deviation s = 5.00 angstrom
edge correlation c = 0.40 (no unit)
width variance = 30.000 angstrom^2
width standard deviation = 5.4772 angstrom
  the same = 10.3505 bohr
c (no unit), width sd, centre sd (both angstrom):
  -1.00   10.0000    0.0000
  -0.50    8.6603    2.5000
   0.00    7.0711    3.5355
   0.40    5.4772    4.1833
   0.50    5.0000    4.3301
   0.80    3.1623    4.7434
   1.00    0.0000    5.0000
dependent but uncorrelated edges (no unit, half-range = 1):
  covariance of squares = 0.01422
  width variance / edge variance = 2.00000
unequal edges: s_L = 4.0, s_R = 6.0 angstrom
  true width variance = 32.800 angstrom^2
  from mean edge variance = 31.200 angstrom^2
  missing term = 1.600 angstrom^2
window length L = 2000 angstrom
shared correlation length = 1000 angstrom
own correlation length = 200 angstrom
g shared = 0.56767, g own = 0.18000 (no unit)
window edge variance = 16.623 angstrom^2
window edge sd = 4.0772 angstrom
window correlation = 0.2601 (no unit)
window width variance = 24.600 angstrom^2
  simulated = 24.313 angstrom^2
  standard error = 0.159 angstrom^2
  wrong mixed estimate = 19.948 angstrom^2
window width sd = 4.9598 angstrom
  wrong mixed sd = 4.4663 angstrom
variance of window-mean width = 5.400 angstrom^2
simulated lines = 4000, points per line = 400
effective mass = 0.20 electron masses
level at mean width = 0.018801 eV
level spread, summed = 0.002118 eV
level spread, linear rule = 0.002060 eV
mean level shift, summed = 0.000172 eV
mean level shift, quadratic rule = 0.000169 eV
relative rule errors at s and s/2 (no unit):
  shift: 0.01690, 0.00418
  spread: 0.02825, 0.00699
```
